# Knudsen resistance of a long, gently tapered circular hole: a numerical check

```python
# Free-molecular (Knudsen) resistance of a long conical hole.
# Result under test:
#   R = density difference / molecular current
#     = 3 L (a1 + a2) / (4 pi v a1^2 a2^2)
# a1, a2: mouth and bottom radii; L: depth; v: mean thermal speed.
# Walls re-emit molecules with the cosine law and no net loss.
# The independent road is a nonlocal balance between wall rings,
# which does not assume a local diffusion law.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, dblquad

pi = np.pi


def inverse_cube_integral(a1, a2, length):
    return length * (a1 + a2) / (2 * a1**2 * a2**2)


def resistance(a1, a2, length, speed):
    return 3 * length * (a1 + a2) / (4 * pi * speed * a1**2 * a2**2)


def disc_exchange(a, b, s):
    """Cosine-law exchange area of coaxial discs a distance s apart."""
    total = a**2 + b**2 + s**2
    root = np.sqrt((s**2 + (a - b)**2) * (s**2 + (a + b)**2))
    return 2 * pi * a**2 * b**2 / (total + root)


def ring_balance(a1, a2, length, rings, loss=0.0):
    """Bottom emits unit flux, vacuum outside the mouth.
    Returns escaping current, net current from bottom, wall emission."""
    z = np.linspace(0, length, rings + 1)
    a = a1 + (a2 - a1) * z / length
    g = disc_exchange(a[:, None], a[None, :], z[:, None] - z[None, :])
    area = pi * (a[1:] + a[:-1]) * np.hypot(np.diff(z), np.diff(a))
    k = g[1:, :-1] - g[:-1, :-1] - g[1:, 1:] + g[:-1, 1:]
    k[np.diag_indices(rings)] += area
    to_bottom = g[1:, -1] - g[:-1, -1]
    to_mouth = g[:-1, 0] - g[1:, 0]
    matrix = -k
    matrix[np.diag_indices(rings)] += area / (1 - loss)
    emission = np.linalg.solve(matrix, to_bottom)
    escaped = g[0, -1] + to_mouth @ emission
    net_in = pi * a2**2 - to_bottom @ emission
    return escaped, net_in, emission


def long_hole_ratio(a1, a2, length):
    """Ring-balance resistance divided by the closed formula."""
    coarse = ring_balance(a1, a2, length, 1000)[0]
    fine, _, emission = ring_balance(a1, a2, length, 2000)
    # leading discretization error is quadratic in ring width
    extrapolated = (4 * fine - coarse) / 3
    assert abs(fine / extrapolated - 1) < 0.02
    ratio = (4 / extrapolated) / resistance(a1, a2, length, 1.0)
    return ratio, 0.5 * (emission[999] + emission[1000])


# Thermal flux and mean speed from Maxwell's distribution, T = M = 1
flux = quad(lambda u: u * np.exp(-u*u/2) / np.sqrt(2*pi), 0, np.inf)[0]
mean_speed = quad(lambda u: 4*pi*u**3*np.exp(-u*u/2) / (2*pi)**1.5,
                  0, np.inf)[0]
assert abs(mean_speed - np.sqrt(8/pi)) < 1e-8
assert abs(flux - mean_speed / 4) < 1e-8

# Disc exchange from its defining surface integral
x, w = np.polynomial.legendre.leggauss(32)
ra, wa = 0.5 * (x + 1), 0.5 * w
rb, wb = 0.6 * ra, 0.6 * wa
angle = 2 * pi * np.arange(96) / 96
gap = 1.3
rho2 = (ra[:, None, None]**2 + rb[None, :, None]**2
        - 2*ra[:, None, None]*rb[None, :, None]*np.cos(angle))
kernel = gap**2 / (pi * (gap**2 + rho2)**2)
angular = kernel.sum(axis=2) * 2 * pi / 96
direct = 2 * pi * (wa * ra) @ angular @ (wb * rb)
assert abs(direct / disc_exchange(1.0, 0.6, gap) - 1) < 1e-8

# Axial integral and the disc-pair integral, unit radius
axial = quad(lambda s: disc_exchange(1.0, 1.0, s), 0, np.inf)[0]
pair = dblquad(lambda t, r: 2*pi*r*(np.sqrt(max(0.0, 1-(r*np.sin(t))**2))
               - r*np.cos(t)), 0, 1, 0, 2*pi,
               epsabs=1e-7, epsrel=1e-7)[0]
assert abs(axial - 4*pi/3) < 1e-6
assert abs(pair - 16*pi/3) < 1e-5
assert abs(axial - pair/4) < 1e-5

# Example inputs: nm for geometry, SI inside the gas calculation
a1, a2, depth = 50.0, 30.0, 5000.0
temperature, pressure_mtorr = 300.0, 20.0
mass_u, etch_nm_min = 104.08, 300.0
oxide_g_cm3, oxide_g_mol = 2.2, 60.08
diameter_nm, diffuse, loss, bow = 0.5, 0.95, 1e-5, 5.0
nm = 1e-9
mtorr = const.torr / 1000
mass = mass_u * const.atomic_mass
thermal = const.k * temperature
speed = np.sqrt(8 * thermal / (pi * mass))

# Taper integral, mean-radius relation and profile
def radius(z):
    return a1 + (a2 - a1) * z / depth


integral = quad(lambda z: radius(z)**-3, 0, depth)[0]
half = quad(lambda z: radius(z)**-3, 0, depth/2)[0]
assert abs(integral / inverse_cube_integral(a1, a2, depth) - 1) < 1e-9
mean_radius = (a1 + a2) / 2
delta = (a1 - a2) / (a1 + a2)
taper_factor = integral * mean_radius**3 / depth
assert abs(taper_factor - 1/(1-delta**2)**2) < 1e-9
equivalent = (2*a1**2*a2**2/(a1+a2))**(1/3)
assert abs(depth/equivalent**3/integral - 1) < 1e-9

# Nonlocal ring balance must approach the formula as length grows
ratios, mid_values = [], []
for factor in (1, 2, 4):
    ratio, middle = long_hole_ratio(a1, a2, factor * depth)
    ratios.append(ratio)
    mid_values.append(middle)
excess = np.array(ratios) - 1
assert np.all(excess > 0) and excess[-1] < 0.03
assert np.all(excess[1:] / excess[:-1] < 0.75)
assert abs(mid_values[-1] - half/integral) < 0.01
steep_ratio, _ = long_hole_ratio(60.0, 20.0, 4*depth)
steep_mean = steep_ratio * resistance(60.0, 20.0, 1, 1) \
    / resistance(40.0, 40.0, 1, 1)
assert abs(steep_ratio - 1) < 0.04
assert steep_mean > 1.5

# Resistance in SI and independently through atomic units
r_si = resistance(a1*nm, a2*nm, depth*nm, speed)
bohr = const.physical_constants['Bohr radius'][0]
hartree = const.physical_constants['Hartree energy'][0]
time_au = const.physical_constants['atomic unit of time'][0]
speed_au = np.sqrt(8*(thermal/hartree)/(pi*mass/const.m_e))
r_au = resistance(a1*nm/bohr, a2*nm/bohr, depth*nm/bohr, speed_au)
assert abs(r_au*time_au/bohr**3/r_si - 1) < 1e-7

# Product current and bottom pressure rise
oxide_density = oxide_g_cm3 * 1e6 * const.N_A / oxide_g_mol
etch_speed = etch_nm_min * nm / 60
current = etch_speed * pi * (a2*nm)**2 * oxide_density
density_rise = current * r_si
pressure_rise = density_rise * thermal / mtorr

# Sizes of neglected effects
total_pressure = (pressure_mtorr + pressure_rise) * mtorr
free_path = thermal/(np.sqrt(2)*pi*(diameter_nm*nm)**2*total_pressure)
knudsen = free_path / (2*a1*nm)
assert knudsen > 100
size_ratio = inverse_cube_integral(a1-diameter_nm/2, a2-diameter_nm/2,
                                   depth) / integral
flights = np.arange(1, 2001)
chance = diffuse * (1-diffuse)**(flights-1)
specular_gain = (chance @ flights**2) / (chance @ flights)
assert abs(specular_gain - (2-diffuse)/diffuse) < 1e-10
escaped, entered, _ = ring_balance(a1, a2, depth, 2000, loss)
lost = 1 - escaped / entered
escaped0, entered0, _ = ring_balance(a1, a2, depth, 2000)
assert abs(escaped0/entered0 - 1) < 1e-6
bowed = quad(lambda z: (radius(z)+bow*np.sin(pi*z/depth))**-3,
             0, depth)[0] / integral
hot = np.sqrt(temperature/(temperature+100))
diffusivity = 2 * mean_radius*nm * speed / 3
diffusion_time = (depth*nm)**2 / (2*diffusivity)
front_shift = etch_speed * diffusion_time / (depth*nm)
assert front_shift < 1e-3

print(f"Mouth radius: {a1:.0f} nm")
print(f"Bottom radius: {a2:.0f} nm")
print(f"Depth: {depth:.0f} nm")
print(f"Wall slope (a1-a2)/L: {(a1-a2)/depth:.4f}")
print(f"Wall temperature: {temperature:.0f} K")
print(f"Chamber pressure: {pressure_mtorr:.0f} mTorr")
print(f"SiF4 molecular mass: {mass_u:.2f} u")
print(f"Etch rate: {etch_nm_min:.0f} nm/min")
print(f"Oxide mass density: {oxide_g_cm3:.1f} g/cm3")
print(f"Oxide molar mass: {oxide_g_mol:.2f} g/mol")
print(f"Disc axial integral, unit radius: {axial:.6f}")
print(f"Disc-pair integral, unit radius: {pair:.6f}")
print(f"Mean thermal speed: {speed:.1f} m/s")
print(f"Integral of inverse radius cubed: {integral:.5f} nm^-2")
print(f"Mean radius: {mean_radius:.1f} nm")
print(f"Relative taper delta: {delta:.3f}")
print(f"R / mean-radius R: {taper_factor:.4f}")
print(f"Equivalent straight radius: {equivalent:.2f} nm")
print(f"Resistance share of lower half: {1-half/integral:.4f}")
print(f"Resistance R: {r_si/1e6:.4e} s/cm3")
print(f"Resistance R: {r_au:.4e} atomic units")
print(f"Oxide formula-unit density: {oxide_density/1e6:.3e} cm^-3")
print(f"Product current: {current:.3e} molecules/s")
print(f"Product density rise: {density_rise/1e6:.3e} cm^-3")
print(f"Product pressure rise: {pressure_rise:.3f} mTorr")
for factor, ratio in zip((1, 2, 4), ratios):
    print(f"Ring R / formula R, depth {factor*depth:.0f} nm: {ratio:.4f}")
print(f"Formula density at half depth / bottom: {half/integral:.4f}")
print(f"Ring value, depth {4*depth:.0f} nm: {mid_values[-1]:.4f}")
print(f"60 to 20 nm taper, depth {4*depth:.0f} nm:")
print(f"  ring R / formula R: {steep_ratio:.4f}")
print(f"  ring R / mean-radius R: {steep_mean:.4f}")
print(f"Assumed molecular diameter: {diameter_nm:.1f} nm")
print(f"Gas mean free path: {free_path/nm:.3e} nm")
print(f"Mean free path / mouth diameter: {knudsen:.3e}")
print(f"R change from molecular size: {100*(size_ratio-1):+.2f} %")
print(f"Assumed diffuse fraction: {diffuse:.2f}")
print(f"R change from specular part: {100*(1/specular_gain-1):+.2f} %")
print(f"Assumed wall-loss probability per hit: {loss:.1e}")
print(f"Product lost on wall before escape: {100*lost:.2f} %")
print(f"Assumed mid-depth bow in radius: {bow:.1f} nm")
print(f"R change from bow: {100*(bowed-1):+.2f} %")
print(f"R change for walls 100 K hotter: {100*(hot-1):+.2f} %")
print(f"Diffusion time L^2/(2D), mean radius: {diffusion_time:.3e} s")
print(f"Front advance in that time / depth: {front_shift:.3e}")
print("ALL CHECKS PASSED")
```

Printed output:

```
Mouth radius: 50 nm
Bottom radius: 30 nm
Depth: 5000 nm
Wall slope (a1-a2)/L: 0.0040
Wall temperature: 300 K
Chamber pressure: 20 mTorr
SiF4 molecular mass: 104.08 u
Etch rate: 300 nm/min
Oxide mass density: 2.2 g/cm3
Oxide molar mass: 60.08 g/mol
Disc axial integral, unit radius: 4.188790
Disc-pair integral, unit radius: 16.755161
Mean thermal speed: 247.0 m/s
Integral of inverse radius cubed: 0.08889 nm^-2
Mean radius: 40.0 nm
Relative taper delta: 0.250
R / mean-radius R: 1.1378
Equivalent straight radius: 38.32 nm
Resistance share of lower half: 0.6836
Resistance R: 1.7180e+08 s/cm3
Resistance R: 1.0525e+00 atomic units
Oxide formula-unit density: 2.205e+22 cm^-3
Product current: 3.117e+05 molecules/s
Product density rise: 5.356e+13 cm^-3
Product pressure rise: 1.664 mTorr
Ring R / formula R, depth 5000 nm: 1.0474
Ring R / formula R, depth 10000 nm: 1.0258
Ring R / formula R, depth 20000 nm: 1.0139
Formula density at half depth / bottom: 0.3164
Ring value, depth 20000 nm: 0.3162
60 to 20 nm taper, depth 20000 nm:
  ring R / formula R: 1.0157
  ring R / mean-radius R: 1.8057
Assumed molecular diameter: 0.5 nm
Gas mean free path: 1.291e+06 nm
Mean free path / mouth diameter: 1.291e+04
R change from molecular size: +2.07 %
Assumed diffuse fraction: 0.95
R change from specular part: -9.52 %
Assumed wall-loss probability per hit: 1.0e-05
Product lost on wall before escape: 4.48 %
Assumed mid-depth bow in radius: 5.0 nm
R change from bow: -19.75 %
R change for walls 100 K hotter: -13.40 %
Diffusion time L^2/(2D), mean radius: 1.897e-06 s
Front advance in that time / depth: 1.897e-09
ALL CHECKS PASSED
```
